# Negative-energy solutions of the Bogoliubov–de Gennes equations, part 2

What do the negative eigenvalues of a Bogoliubov–de Gennes (BdG) matrix stand for? The belief examined here treats all \(2N\) eigenvectors as independent fermion levels and takes the sum of the negative eigenvalues as the ground energy. Hartree atomic units are used, with \(k_B=1\); \(T\) is the temperature.

For \(N\) fermion modes \(c_i\), with \(h=h^\dagger\) containing \(-\mu\) on its diagonal and \(\Delta^T=-\Delta\),
\[
H=\sum_{ij}h_{ij}c_i^\dagger c_j+\frac12\sum_{ij}\left(\Delta_{ij}c_i^\dagger c_j^\dagger+\Delta_{ij}^*c_jc_i\right),
\]
\[
\Psi=\begin{pmatrix}c\\ c^\dagger\end{pmatrix},\qquad
\mathcal H=\begin{pmatrix}h&\Delta\\-\Delta^*&-h^*\end{pmatrix}.
\]
Reordering with \(h^*_{ij}=h_{ji}\) and \(c_ic_j^\dagger=\delta_{ij}-c_j^\dagger c_i\) gives
\[
H=\frac12\Psi^\dagger\mathcal H\Psi+\frac12\mathrm{Tr}\,h .
\]
This basis is doubled: \(\{\Psi_a,\Psi_b\}=(\tau_x)_{ab}\), not zero, where \(\tau_x\) exchanges the two blocks.

An eigenvector \(w\) at \(E\) has a partner \(Cw=\tau_xw^*\) at \(-E\). With \(\gamma_w=w^\dagger\Psi\), \(\gamma_{Cw}=\gamma_w^\dagger\). The solutions \(w_n\) with \(E_n\ge0\), \(n=1,\dots,N\), give the quasiparticles \(\gamma_n=\gamma_{w_n}\), with occupations \(n_n\in\{0,1\}\). The \(2^N\) levels of \(H\) are \(E_0+\sum_nn_nE_n\), where
\[
E_0=\frac12\mathrm{Tr}\,h+\frac12\sum_{E_\alpha<0}E_\alpha
\]
is the doubled formula and \(\alpha\) runs over all \(2N\) eigenvalues.

The unitary \(W\) has columns \(w_1,\dots,w_N,Cw_1,\dots,Cw_N\). A state's fermion parity is \(\det W\,(-1)^{\sum_nn_n}\), so the ground state has parity \(\det W\) and the lowest level of the other parity is \(E_0+\min_nE_n\).

With \(f_n=f(E_n)=1/(e^{E_n/T}+1)\), the free energy, entropy and occupations are
\[
F=\frac12\mathrm{Tr}\,h-T\sum_{n=1}^N\ln2\cosh\frac{E_n}{2T},
\]
\[
S=-\sum_{n=1}^N\left[f_n\ln f_n+(1-f_n)\ln(1-f_n)\right],
\]
\[
\langle c_i^\dagger c_i\rangle=\sum_{\alpha=1}^{2N}|W_{i\alpha}|^2f(E_\alpha).
\]
Extending the sum in \(S\) to all \(2N\) solutions, the doubled count, gives twice the true entropy.

## Two sites solved twice

For two spinless sites,
\[
H=\varepsilon_1\hat n_1+\varepsilon_2\hat n_2-t\left(c_1^\dagger c_2+c_2^\dagger c_1\right)+\Delta\left(c_1^\dagger c_2^\dagger+c_2c_1\right),
\]
where in this model \(\hat n_j=c_j^\dagger c_j\). In a device the two modes are spin-polarized levels. With a singlet superconductor and spin-conserving tunnelling, \(t\propto\cos(\theta/2)\) and \(\Delta\propto\sin(\theta/2)\) for an angle \(\theta\) between the two spins, so both amplitudes are nonzero only with canted spins or spin-orbit coupling. Both \(t\) and \(\Delta\) can be taken real: the phases of \(c_1\) and \(c_2\) are free, their difference absorbs the phase of \(t\) and their sum that of \(\Delta\). Set \(s=(\varepsilon_1+\varepsilon_2)/2=\tfrac12\mathrm{Tr}\,h\) and \(d=(\varepsilon_1-\varepsilon_2)/2\).

In Fock space, the even sector has the basis \(|0\rangle\) and \(c_1^\dagger c_2^\dagger|0\rangle\). Hopping annihilates both states, the first because it is empty and the second by the Pauli principle, while the pair term connects them with amplitude \(\Delta\). The odd sector has the basis \(c_1^\dagger|0\rangle\), \(c_2^\dagger|0\rangle\), which the pair term annihilates. The blocks are
\[
H_{\rm even}=\begin{pmatrix}0&\Delta\\ \Delta&2s\end{pmatrix},\qquad H_{\rm odd}=\begin{pmatrix}s+d&-t\\-t&s-d\end{pmatrix}.
\]
Each is \(s\) times the identity plus a traceless symmetric matrix, whose square is \(s^2+\Delta^2\) or \(d^2+t^2\) times the identity. The four levels are
\[
s\pm A\ \ (\text{even}),\quad s\pm B\ \ (\text{odd}),\qquad A=\sqrt{s^2+\Delta^2},\quad B=\sqrt{d^2+t^2}.
\]

In the BdG form, let Pauli matrices \(\sigma\) act on the site index and \(\tau\) on the Nambu blocks. Then \(h=s+d\sigma_z-t\sigma_x\) is real. The pairing matrix has \(\Delta_{12}=\Delta=-\Delta_{21}\), which is \(i\Delta\sigma_y\), and it reproduces the pair term because \(\tfrac12(\Delta c_1^\dagger c_2^\dagger-\Delta c_2^\dagger c_1^\dagger)=\Delta c_1^\dagger c_2^\dagger\). The product \(\tau_y\sigma_y\) has upper-right block \(-i\sigma_y\) and lower-left block \(+i\sigma_y\), so the off-diagonal part of \(\mathcal H\) is \(-\Delta\tau_y\sigma_y\). Split
\[
\mathcal H=P+Q,\qquad P=s\tau_z-\Delta\tau_y\sigma_y,\qquad Q=\tau_z\left(d\sigma_z-t\sigma_x\right).
\]
In \(P^2\) the cross term vanishes because \(\tau_z\) and \(\tau_y\) anticommute, leaving \(P^2=A^2\). In \(Q^2\) it vanishes because \(\sigma_z\) and \(\sigma_x\) anticommute, leaving \(Q^2=B^2\). The term \(s\tau_z\) commutes with \(Q\) directly. The term \(\tau_y\sigma_y\) commutes with \(\tau_z\sigma_k\) for \(k=x,z\), because moving it through costs one sign from the \(\tau\) factors and one from the \(\sigma\) factors. So \([P,Q]=0\), and the eigenvalues of \(\mathcal H\) are of the form \(pA+qB\) with \(p,q=\pm1\). The projector on a given pair of signs is \(\tfrac14(1+pP/A)(1+qQ/B)\), and its trace is the multiplicity. The traces of \(P\) and \(Q\) vanish, each term containing a single Pauli matrix in some factor, and so does that of \(PQ=s(d\sigma_z-t\sigma_x)-\Delta\,\tau_y\tau_z\,\sigma_y(d\sigma_z-t\sigma_x)\), because \(\mathrm{Tr}\,\sigma_{x,z}=0\) and \(\mathrm{Tr}\,\tau_y\tau_z=0\). Each multiplicity is \(\tfrac14\cdot4=1\). (The cases \(A=0\) or \(B=0\) follow by continuity of eigenvalues.) The quasiparticle energies are
\[
E_>=A+B,\qquad E_<=|A-B|,
\]
and, since \(\tfrac12(A+B)+\tfrac12|A-B|=\max(A,B)\),
\[
E_0=s-\max(A,B).
\]
This is the lowest of the four Fock levels. For \(A>B\) the others follow: \(E_0+E_<=s-B\), \(E_0+E_>=s+B\), both odd, and \(E_0+E_<+E_>=s+A\), even. The ground state is even when \(A^2-B^2>0\). As \(s^2-d^2=\varepsilon_1\varepsilon_2\), this quantity is \(\varepsilon_1\varepsilon_2-t^2+\Delta^2\), and the parity switches at \(t_c=\sqrt{\varepsilon_1\varepsilon_2+\Delta^2}\) whenever the radicand is positive. There the smooth eigenvalue \(A-B\) passes through zero, the solution called positive and its partner trade places, two columns of \(W\) are exchanged, and \(\det W\) changes sign.

The trace term can be tested through an observable. Shifting both levels by \(x\) adds \(x\hat N\) to \(H\) and replaces \(s\) by \(s+x\), and the Hellmann–Feynman theorem gives \(\langle\hat N\rangle=dE_0/dx\). In the even phase \(E_0=s-\sqrt{s^2+\Delta^2}\), so \(\langle\hat N\rangle=1-s/A\). The eigenvector \((\alpha,\beta)\) of \(H_{\rm even}\) confirms this. Its first row gives \(\Delta\beta=(s-A)\alpha\); with \(\Delta^2=(A-s)(A+s)\) this is \(\beta^2/\alpha^2=(A-s)/(A+s)\), so \(\beta^2=(A-s)/2A\) and \(2\beta^2=1-s/A\). The \(1\) comes from the trace.

## The numbers

Energies are in \(\mu E_h=10^{-6}\) hartree, which is \(0.027211\) meV. The chosen inputs are \(\varepsilon_1=10\), \(\varepsilon_2=30\), \(\Delta=30\), \(t=20\) and \(T=10\), the last corresponding to \(3.158\) K. The pairing amplitude corresponds to \(30\times0.027211\approx0.82\) meV. All inputs are chosen model values and do not describe a particular device. A frequency-independent induced \(\Delta\) represents a proximitized system only when the levels and \(T\) are small against the gap of the parent superconductor. The upper level found below, \(1.59\) meV, exceeds the gaps of aluminium, lead and niobium, and \(3.158\) K is above the critical temperature of aluminium. Scaling all inputs by a common factor scales every energy by that factor and leaves entropies and occupations unchanged.

The inputs give \(s=(10+30)/2=20\), \(d=(10-30)/2=-10\), \(A=\sqrt{20^2+30^2}=36.0555\) and \(B=\sqrt{10^2+20^2}=22.3607\). The BdG eigenvalues are \(\pm(36.0555+22.3607)=\pm58.4162\) and \(\pm(36.0555-22.3607)=\pm13.6948\). The negative ones add to \(-72.1110\), half of which is \(-36.0555\), and
\[
E_0=20-36.0555=-16.0555\ \mu E_h .
\]
Diagonalizing \(H\) in Fock space gives \(-16.0555\), \(-2.3607\), \(42.3607\) and \(56.0555\). These are \(E_0\), \(E_0+13.6948\), \(E_0+58.4162\) and \(E_0+72.1110\): four states from two quasiparticles, where four independent levels would give sixteen. No level lies \(2\times13.6948\) above the ground state. The ground state is even, as \(A^2-B^2=10\cdot30-20^2+30^2=800\) is positive.

The wrong recipes give the following values.

| Recipe | Value (\(\mu E_h\)) |
|---|---|
| sum of negative eigenvalues | \(-72.1110\) |
| half the sum, no trace | \(-36.0555\) |
| sum plus \(\tfrac12\mathrm{Tr}\,h\) | \(-52.1110\) |
| sum plus \(\mathrm{Tr}\,h\) | \(-32.1110\) |

All four lie below the lowest eigenvalue of \(H\), so no state has any of them as an expectation value. The last is exactly \(2E_0\). The particle number in the ground state is \(1-20/36.0555=0.4453\); dropping the trace term would give \(-0.5547\), a negative number of particles. At \(T=10\) the free energy is \(-18.3498\), the site occupations are \(0.3244\) and \(0.2350\), and the entropy is \(0.5239\), against \(1.0479\) from the doubled count. At \(T=10^5\) the entropy is \(1.3863=\ln4\), and the doubled count gives \(2.7726=\ln16\).

For \(t=40\), \(B=\sqrt{10^2+40^2}=41.2311\) exceeds \(A\), and \(A^2-B^2=-400\). The eigenvalues are \(\pm77.2866\) and \(\pm5.1755\), the negative ones add to \(-82.4621\), and \(E_0=20-41.2311=-21.2311\), now odd. The even state has stayed at \(-16.0555\), since \(A\) does not depend on \(t\), and appears as the one-quasiparticle state \(-21.2311+5.1755\), to rounding in the last digit. The ground state holds exactly one particle, while the formula without trace gives zero, a value that is wrong without looking absurd. The same holds for the doubled entropy at \(T=10\), which is \(1.3292\) against the true \(0.6646\) and still lies below \(\ln4\). At \(t_c=\sqrt{10\cdot30+30^2}=34.6410\) the Fock levels are \(-16.0555\) twice and \(56.0555\) twice. The ground level is twofold. Two independent levels at zero energy would make it fourfold.

## Where the belief is right

With spin, suppose \(h\) conserves \(S_z\) and pairing joins only opposite spins:
\[
H=\sum_{ij}\left[h^\uparrow_{ij}c_{i\uparrow}^\dagger c_{j\uparrow}+h^\downarrow_{ij}c_{i\downarrow}^\dagger c_{j\downarrow}+D_{ij}c_{i\uparrow}^\dagger c_{j\downarrow}^\dagger+D^*_{ij}c_{j\downarrow}c_{i\uparrow}\right].
\]
For \(L\) sites there are \(N=2L\) modes. The spinor \(\Phi=(c_\uparrow,c_\downarrow^\dagger)^T\) has \(2L\) entries and lists each mode once. It obeys \(\{\Phi_a,\Phi_b^\dagger\}=\delta_{ab}\) and also \(\{\Phi_a,\Phi_b\}=0\), because operators of opposite spin anticommute. With
\[
M=\begin{pmatrix}h^\uparrow&D\\D^\dagger&-h^{\downarrow*}\end{pmatrix},
\]
the product \(\Phi^\dagger M\Phi\) contains the up-spin term, the pair term, the term \(\sum(D^\dagger)_{ij}c_{i\downarrow}c_{j\uparrow}=\sum D^*_{ji}c_{i\downarrow}c_{j\uparrow}\), which is its conjugate, and \(-\sum h^{\downarrow*}_{ij}c_{i\downarrow}c^\dagger_{j\downarrow}\), which the reordering used earlier turns into the down-spin term minus \(\mathrm{Tr}\,h^\downarrow\). So \(H=\Phi^\dagger M\Phi+\mathrm{Tr}\,h^\downarrow\), a number-conserving problem in \(2L\) canonical fermions. All eigenvalues \(m_k\) of \(M\) are independent levels, the negative ones are filled, and
\[
E_0=\sum_{m_k<0}m_k+\mathrm{Tr}\,h^\downarrow .
\]
This agrees with the doubled formula. In the doubled basis the pairing matrix has blocks \(D\) and \(-D^T\), and \(\mathcal H\) separates into the sector \((c_\uparrow,c_\downarrow^\dagger)\), with matrix \(M\), and the sector \((c_\downarrow,c_\uparrow^\dagger)\), with diagonal blocks \(h^\downarrow,-h^{\uparrow*}\) and off-diagonal blocks \(-D^T,-D^*\). The second is minus the block-exchanged conjugate of \(M\), with eigenvalues \(-m_k\). The negative eigenvalues of \(\mathcal H\) are thus \(-|m_k|\), and the doubled formula reads \(\tfrac12(\mathrm{Tr}\,h^\uparrow+\mathrm{Tr}\,h^\downarrow)-\tfrac12\sum|m_k|\). In the reduced one, \(\sum_{m_k<0}m_k=\tfrac12\sum m_k-\tfrac12\sum|m_k|\) with \(\sum m_k=\mathrm{Tr}\,M=\mathrm{Tr}\,h^\uparrow-\mathrm{Tr}\,h^\downarrow\), and adding \(\mathrm{Tr}\,h^\downarrow\) gives the same expression.

Take the two-site \(h\) at \(t=20\), a Zeeman shift \(h^{\uparrow}=h-b\), \(h^\downarrow=h+b\) with \(b=5\), and on-site pairing \(D=\Delta\cdot1\) with \(\Delta=30\). In the real eigenbasis of \(h\), with \(\xi=s\mp B=-2.3607\) and \(42.3607\), \(M\) falls into \(2\times2\) blocks equal to \(-b\) plus a traceless matrix with entries \(\pm\xi\) and \(\Delta\), so \(m=-b\pm\sqrt{\xi^2+\Delta^2}\). The values are \(-56.9079\), \(-35.0927\), \(25.0927\) and \(46.9079\), which are not symmetric about zero. The negative ones add to \(-92.0006\), \(\mathrm{Tr}\,h^\downarrow=10+30+2\cdot5=50\), and \(E_0=-42.0006\ \mu E_h\), equal to the doubled formula and to the lowest of the sixteen Fock levels. An eigenoperator \(\gamma_k\) of \(M\) mixes \(c_\uparrow\) with \(c_\downarrow^\dagger\) and lowers \(S_z\) by one half. Filling the level at \(25.0927\) therefore makes a spin-up quasiparticle, and emptying the one at \(-35.0927\) makes a spin-down quasiparticle at cost \(35.0927\). These are different states. At \(b=0\) the spectrum of \(M\) becomes symmetric, by spin degeneracy, and each block contributes \(\xi-\sqrt{\xi^2+\Delta^2}\) to \(E_0\), the familiar BCS form. A symmetric spectrum therefore does not show that a basis is doubled. The test is whether \(\{\Psi_a,\Psi_b\}\) vanishes.

This construction also identifies the system that the belief describes when it is applied consistently to the doubled matrix. Put \(h^\uparrow=h^\downarrow=h\) and \(D=\Delta\) antisymmetric; then \(D^\dagger=-\Delta^*\) and \(M=\mathcal H\). With \(p_i=(c_{i\uparrow}+c_{i\downarrow})/\sqrt2\) and \(q_i=(c_{i\uparrow}-c_{i\downarrow})/\sqrt2\), the one-body part is \(p^\dagger hp+q^\dagger hq\), and
\[
c_{i\uparrow}^\dagger c_{j\downarrow}^\dagger=\frac12\left(p_i^\dagger p_j^\dagger-q_i^\dagger q_j^\dagger-p_i^\dagger q_j^\dagger-p_j^\dagger q_i^\dagger\right),
\]
where \(q_i^\dagger p_j^\dagger=-p_j^\dagger q_i^\dagger\) was used. The mixed terms are symmetric in \(i,j\) and cancel against the antisymmetric \(\Delta_{ij}\). What remains is two uncoupled copies of the original Hamiltonian, the sign of the pairing in the second being removed by \(q\to iq\). This is why the sum plus the full trace came out as \(2E_0\), and why the entropy doubled: reading \(\mathcal H\) as a Hamiltonian of \(2N\) independent levels solves two devices in place of one.

## Limits of the formula

The formula gives the lowest eigenvalue of the quadratic operator \(H\) as written. When \(H\) comes from a mean-field decoupling, the decoupling leaves c-numbers, such as \(|\Delta|^2/g\) for a contact attraction of strength \(g\), or the Hartree–Fock double-counting terms, and these are added separately. Interactions beyond mean field, including a charging energy, spoil the quadratic form, and the levels are then no longer sums of \(E_n\). For bosons the reordering carries the opposite sign and the eigenproblem is not that of a Hermitian matrix. The solutions of a stable boson system still come in pairs at \(\pm E\), but the formulas given here for the energy, the occupations and the entropy do not apply.

In a large or continuous basis the trace and the eigenvalue sum each grow with the cutoff and must be truncated in the same basis, since at high energy they nearly cancel, as \(\xi-\sqrt{\xi^2+\Delta^2}\approx-\Delta^2/2\xi\) shows. For a constant \(\Delta\) and a quadratic dispersion the sum of these remainders converges in one dimension, but it still grows logarithmically with the cutoff in two dimensions and as its square root in three, so there the coupling \(g\) in \(|\Delta|^2/g\) has to be fixed at the same cutoff. The trace may be dropped when only a derivative with respect to a parameter absent from the diagonal of \(h\) is wanted, for instance the phase difference across a Josephson junction. In the doubled basis the half in front of the sum over all \(2N\) solutions may not be dropped in that case, and omitting it doubles the current. In the reduced basis \((c_\uparrow,c_\downarrow^\dagger)\) the sum over all \(m_k\) carries no half, and inserting one halves the current. When spin-orbit coupling or a non-collinear field leaves no spin component conserved, the sectors above no longer separate for any quantization axis, the spinor \((c_\uparrow,c_\downarrow^\dagger)\) no longer closes, and the doubled basis with its halves remains valid. If the spin-orbit and Zeeman fields all point along one axis and the pairing is singlet, choosing that axis for \(\uparrow\) and \(\downarrow\) restores the reduced form.

The numerical check below builds \(c_j\) as explicit Jordan–Wigner matrices, assembles \(H\) from its definition and diagonalizes it in Fock space, for the example and for random complex models with two to four modes (four and six modes for the spinful reduced-basis check). It compares the result with the BdG side: the operator identity with the trace term, the equality of the negative-solution operator with \(\gamma_n^\dagger\) up to a phase for independently computed eigenvectors, the full list of \(2^N\) levels, the parity against \(\det W\), the lowest level of the other parity, \(F\), \(S\), the occupations and the reduced-basis formula. For \(\Delta=0\) the formula for \(E_0\) is compared with the sum of the negative eigenvalues of \(h\). The algebra of \(P\) and \(Q\) and the characteristic polynomial are verified symbolically, and \(\langle\hat N\rangle\) is compared with a finite-difference derivative of \(E_0\).

## Numbers as computed

```
unit uEh = 1e-6 hartree = 0.027211 meV
scale: 0.8 meV (rough Hg gap) = 29 uEh
inputs e1 e2 Delta T = 10.0 30.0 30.0 10.0 uEh
T = 3.158 K
s = Tr h/2 = 20.0000 uEh, d = -10.0000 uEh, A = 36.0555 uEh
--- t = 20.0 uEh: B = 22.3607 uEh, A^2-B^2 = 800.0 uEh^2
BdG eigenvalues (uEh): -58.4162 -13.6948 13.6948 58.4162
Fock levels, 4 not 16 (uEh): -16.0555 -2.3607 42.3607 56.0555
E0 formula = -16.0555 uEh, parity = +1
lowest level of other parity = -2.3607 uEh
wrong: sum neg = -72.1110, half sum = -36.0555 uEh
wrong: sum neg + Tr h/2 = -52.1110, + Tr h = -32.1110 uEh
F = -18.3498 uEh, S = 0.5239 kB, wrong S = 1.0479 kB
thermal n1 n2 (particles): 0.3244 0.2350
ground <N> = 0.4453, without trace term -0.5547 particles
--- t = 40.0 uEh: B = 41.2311 uEh, A^2-B^2 = -400.0 uEh^2
BdG eigenvalues (uEh): -77.2866 -5.1755 5.1755 77.2866
Fock levels, 4 not 16 (uEh): -21.2311 -16.0555 56.0555 61.2311
E0 formula = -21.2311 uEh, parity = -1
lowest level of other parity = -16.0555 uEh
wrong: sum neg = -82.4621, half sum = -41.2311 uEh
wrong: sum neg + Tr h/2 = -62.4621, + Tr h = -42.4621 uEh
F = -25.9103 uEh, S = 0.6646 kB, wrong S = 1.3292 kB
thermal n1 n2 (particles): 0.4725 0.3206
ground <N> = 1.0000, without trace term 0.0000 particles
T = 1e5 uEh: S = 1.3863 kB (ln 4), wrong 2.7726 kB (ln 16)
--- t_c = 34.6410 uEh: Fock levels (uEh): -16.0555 -16.0555 56.0555 56.0555
--- spinful, t = 20.0, on-site Delta = 30.0, b = 5.0 uEh
xi of h (uEh): -2.3607 42.3607
reduced eigenvalues (uEh): -56.9079 -35.0927 25.0927 46.9079
sum neg = -92.0006 uEh, Tr h_dn = 50.0000 uEh
E0 reduced, doubled, Fock = -42.0006 -42.0006 -42.0006 uEh
```
